\section*{Formation energy, eigenvalue and lattice energy of a self-consistent polaron, part 2}

An excess electron with normalized wavefunction $\psi$ distorts an insulating crystal, a periodic supercell of $N$ cells. The nuclei are classical, with displacements $u_i$, $i=(\kappa,p)$: $p$ labels the cell at $\mathbf R_p$, $\kappa$ the atom and direction, with mass $M_\kappa$. The formation energy, measured from the undistorted crystal with its electron at the band edge $\varepsilon_c$, is
\begin{equation}
E_f[\psi,u]=\langle\psi|H(u)|\psi\rangle-\varepsilon_c+\frac12\sum_{ij}u_iC_{ij}u_j,
\qquad H(u)=H_0+\sum_i u_iD_i .
\label{functional}
\end{equation}
$H_0$ is the Hamiltonian of the undistorted crystal, $D_i$ the derivative of its potential and $C_{ij}$ the force constants. The electron does not act on itself. Stationarity gives $H(u)\psi=\varepsilon\psi$ and $u=-C^{-1}F$, with $F_i=\langle\psi|D_i|\psi\rangle$. Hence the identity
\begin{equation}
E_f-(\varepsilon-\varepsilon_c)=\frac12\sum_{ij}u_iC_{ij}u_j\equiv S
\label{identity}
\end{equation}
and the two-to-one rule
\begin{equation}
S=\frac12F^{T}C^{-1}F,\qquad
\sum_iu_iF_i=-\sum_{ij}u_iC_{ij}u_j=-2S .
\label{twoS}
\end{equation}
Phonons of wavevector $\mathbf q$ and branch $\nu$ have frequencies $\omega_{\mathbf q\nu}$, polarizations $e_{\kappa\nu}(\mathbf q)$ and dimensionless amplitudes $B_{\mathbf q\nu}$:
\begin{equation}
\lambda_{\kappa\nu}(\mathbf q)=\sqrt{\frac{\hbar}{2M_\kappa\omega_{\mathbf q\nu}}}\,e_{\kappa\nu}(\mathbf q),
\qquad
\hbar\omega_{\mathbf q\nu}B_{\mathbf q\nu}=\sum_{\kappa p}\lambda_{\kappa\nu}e^{i\mathbf q\cdot\mathbf R_p}F_{\kappa p} .
\label{Bdef}
\end{equation}

The opening example, with parameters roughly like those of lithium fluoride, has $E_f=-0.201$ eV, $\varepsilon-\varepsilon_c=-0.603$ eV and $S=0.402$ eV.

The three random crystals are rings of eight cells, each cell with three orbitals and two displacements, with random hopping, force constants and couplings. Their energies are in model units. The first has $E_f=-0.7026$ and $\varepsilon-\varepsilon_c=-1.8124$. In the computed values, `dE_f/ds` is the slope when all stiffnesses are multiplied by $s$, taken at $s=1$, and equals $S$. "80% distortion" holds the lattice at that fraction of its relaxed distortion, with the electron in its lowest state there. "Quadratic term" replaces $u_i$ in $H(u)$ by $u_i+0.05u_i^2$. In these two tests the formula for $S$ in terms of $B$ fails.

\section*{The Bloch equations and a large polaron}

For an electron with eigenvalue $\varepsilon$ in a self-consistently distorted crystal of $N$ cells, the formation energy from the band edge $\varepsilon_c$ satisfies $E_f-(\varepsilon-\varepsilon_c)=S$, where $S=N^{-1}\sum_{\mathbf q\nu}|B_{\mathbf q\nu}|^2\hbar\omega_{\mathbf q\nu}$ is the lattice energy. The displacements are $u_{\kappa p}=-(2/N)\sum_{\mathbf q\nu}B^*_{\mathbf q\nu}\lambda_{\kappa\nu}e^{i\mathbf q\cdot\mathbf R_p}$, with $\lambda_{\kappa\nu}=(\hbar/2M_\kappa\omega_{\mathbf q\nu})^{1/2}e_{\kappa\nu}$. They enter the electron's Hamiltonian as $H_0+\sum u_{\kappa p}D_{\kappa p}$, and the coupling energy is $-2S$. What remains is to write the electron's equation in terms of bands and to apply it.

Collect the derivatives that belong to one phonon in the operator
\begin{equation}
G_{\mathbf q\nu}=\sum_{\kappa p}\lambda_{\kappa\nu}(\mathbf q)e^{i\mathbf q\cdot\mathbf R_p}D_{\kappa p},
\qquad \hbar\omega_{\mathbf q\nu}B_{\mathbf q\nu}=\langle\psi|G_{\mathbf q\nu}|\psi\rangle .
\label{G}
\end{equation}
A translation by $\mathbf R$ moves $D_{\kappa p}$ to the cell at $\mathbf R_p+\mathbf R$, and relabelling the sum shows that it multiplies $G_{\mathbf q\nu}$ by $e^{-i\mathbf q\cdot\mathbf R}$. It multiplies a Bloch state $|n\mathbf k\rangle$ by $e^{-i\mathbf k\cdot\mathbf R}$. The state $G_{\mathbf q\nu}|n\mathbf k\rangle$ therefore has wavevector $\mathbf k+\mathbf q$, and the nonzero matrix elements are
\begin{equation}
g_{mn\nu}(\mathbf k,\mathbf q)=\langle m,\mathbf k+\mathbf q|G_{\mathbf q\nu}|n\mathbf k\rangle ,
\end{equation}
with Bloch states normalized in the supercell. Expand the polaron as
\begin{equation}
\psi=\frac1{\sqrt N}\sum_{n\mathbf k}A_{n\mathbf k}|n\mathbf k\rangle,
\qquad \frac1N\sum_{n\mathbf k}|A_{n\mathbf k}|^2=1 .
\end{equation}
Then (\ref{G}) becomes the first polaron equation,
\begin{equation}
B_{\mathbf q\nu}=\frac1{N\hbar\omega_{\mathbf q\nu}}\sum_{mn\mathbf k}
A^*_{m,\mathbf k+\mathbf q}\,g_{mn\nu}(\mathbf k,\mathbf q)\,A_{n\mathbf k} .
\label{Beq}
\end{equation}

The potential of the distorted lattice is $\sum u_{\kappa p}D_{\kappa p}=-(2/N)\sum B^*_{\mathbf q\nu}G_{\mathbf q\nu}$. It is Hermitian, because $u$ is real and each $D$ is Hermitian, and so it also equals $-(2/N)\sum B_{\mathbf q\nu}G^\dagger_{\mathbf q\nu}$. Project the eigenvalue equation on $\langle n\mathbf k|$ and use $\langle n\mathbf k|G^\dagger_{\mathbf q\nu}|m,\mathbf k+\mathbf q\rangle=g^*_{mn\nu}(\mathbf k,\mathbf q)$. With the band energies $\varepsilon_{n\mathbf k}$ this gives the second polaron equation,
\begin{equation}
(\varepsilon_{n\mathbf k}-\varepsilon)A_{n\mathbf k}
=\frac2N\sum_{m\mathbf q\nu}B_{\mathbf q\nu}\,g^*_{mn\nu}(\mathbf k,\mathbf q)\,A_{m,\mathbf k+\mathbf q} .
\label{Aeq}
\end{equation}
Multiply it by $A^*_{n\mathbf k}/N$ and sum over $n$ and $\mathbf k$. On the right, the complex conjugate of (\ref{Beq}) turns the sum over electron states into $\hbar\omega_{\mathbf q\nu}B^*_{\mathbf q\nu}$, so the right-hand side is $2S$. With the band term
\begin{equation}
T=\frac1N\sum_{n\mathbf k}|A_{n\mathbf k}|^2(\varepsilon_{n\mathbf k}-\varepsilon_c)\ge0,
\end{equation}
the left-hand side is $T-(\varepsilon-\varepsilon_c)$. The formation energy is the band term plus the coupling energy $-2S$ plus the lattice energy $S$. Therefore
\begin{equation}
\varepsilon-\varepsilon_c=T-2S,\qquad E_f=T-S ,
\label{TS}
\end{equation}
and the difference is $S$ whatever the value of $T$. For the first random crystal, $T=0.4071$ and $S=1.1098$ give $E_f=-0.7027$ and $\varepsilon-\varepsilon_c=-1.8125$, in agreement with the directly computed energies to rounding.

The identity fixes a difference, not a ratio. For a bound polaron, (\ref{TS}) gives
\begin{equation}
\frac{\varepsilon-\varepsilon_c}{E_f}=\frac{2S-T}{S-T}=2+\frac{T}{S-T} .
\end{equation}
The ratio tends to 2 when the band term is small compared with $S$, and it grows without limit as $T$ approaches $S$. At $T=S$ the polaron is no more stable than the band electron, yet its eigenvalue still lies $S$ below the edge. A deep level in the gap is thus no proof that the polaron is stable. The second random crystal, with $T=1.095$ and $S=1.493$, has a ratio of $4.7$.

For a large polaron the ratio can be found in closed form. Consider one isotropic parabolic band of mass $m$ and one longitudinal optical branch of constant energy $\hbar\omega$. The coupling follows from electrostatics. Let
\begin{equation}
U=\frac{e^2}{8\pi\epsilon_0}\int\!\!\int\frac{|\psi(\mathbf r)|^2|\psi(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
\end{equation}
be the electrostatic energy of the electron's charge distribution in vacuum. In a medium it is $U/\epsilon_\infty$ when only the other electrons screen, and $U/\epsilon_s$ when the nuclei have relaxed too. Relaxation of the nuclei lowers the energy by the difference. By the two-to-one rule that gain is $2S-S=S$, so
\begin{equation}
S=\frac U\kappa,\qquad \frac1\kappa=\frac1{\epsilon_\infty}-\frac1{\epsilon_s} .
\label{kappa}
\end{equation}
The part $U/\epsilon_\infty$ is self-interaction and is left out of the functional. In Fourier space, with $\rho_q=\int|\psi|^2e^{i\mathbf q\cdot\mathbf r}d^3r$, the phonon sum is $S=N^{-1}\sum_{\mathbf q}|g_q|^2|\rho_q|^2/\hbar\omega$. Comparison with the Fourier form of $U/\kappa$, for a cell of volume $\Omega$, gives
\begin{equation}
|g_q|^2=\frac{\hbar\omega\,e^2}{2\epsilon_0\kappa\,\Omega\,q^2} .
\label{frohlich}
\end{equation}

Now compress the wavefunction by a factor $s$, $\psi_s(\mathbf r)=s^{3/2}\psi(s\mathbf r)$, and let the lattice relax for each $s$. The norm is unchanged. The kinetic energy contains two derivatives and scales as $s^2$; $U$ contains one inverse length and scales as $s$. The energy is $s^2T-sS$. It must be stationary at $s=1$, so $2T=S$, and (\ref{TS}) becomes
\begin{equation}
S=2T,\qquad E_f=-T,\qquad \varepsilon-\varepsilon_c=-3T=3E_f .
\label{virial}
\end{equation}
This explains the ratio of three in the opening example. Its derivation needs a kinetic energy quadratic in the wavevector and a lattice energy that scales as an inverse length; the identity needs neither.

The example takes $m=0.9$ electron masses, $\epsilon_\infty=2.0$, $\epsilon_s=9.0$ and $\hbar\omega=0.080$ eV. Then $1/\kappa=1/2-1/9=0.389$. The natural length and energy are
\begin{equation}
a_p=\frac{4\pi\epsilon_0\kappa\hbar^2}{me^2}=0.151~\mathrm{nm},\qquad
E_p=\frac{\hbar^2}{ma_p^2}=3.70~\mathrm{eV} .
\end{equation}
In these units, and with $w(r)=\sqrt{4\pi}\,r\psi(r)$, the ground state obeys
\begin{equation}
-\frac12w''+Vw=e\,w,\qquad V(r)=-\int\frac{|\psi(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r' .
\end{equation}
The potential carries the full factor one because the coupling energy is $-2S$, and $2S$ is the double integral without its factor $\frac12$. Solved to self-consistency, the equation gives $T=0.201$ eV, a coupling energy of $-0.804$ eV and a root-mean-square radius of $0.70$ nm. The lattice energy was computed separately from the phonon amplitudes, which in the same units reduce to $S=\pi^{-1}\int_0^\infty\rho_q^2\,dq$. It is $0.402$ eV. Hence
\begin{align}
E_f&=0.201-0.804+0.402=-0.201~\mathrm{eV},\\
\varepsilon-\varepsilon_c&=0.201-0.804=-0.603~\mathrm{eV},
\end{align}
with the difference $0.402$ eV and the ratios of (\ref{virial}). Further digits are in the numerical output.

Several corrections can be sized for this state. If the parabola is replaced by a cosine band of the same mass on a simple cubic lattice of spacing $a=\Omega^{1/3}$, here about $0.25$ nm, then
\begin{equation}
\frac{\hbar^2}{ma^2}\sum_i(1-\cos k_ia)=\frac{\hbar^2}{2m}\sum_i\Big(k_i^2-\frac{a^2k_i^4}{12}+\dots\Big),
\end{equation}
and the quartic term shifts the energy by $-6$ meV to first order. Coupling to acoustic strain can be estimated from a local dilation $\Delta$ with energy density $D_{\rm ac}\Delta|\psi|^2+\frac12c\Delta^2$. Its minimum, $-D_{\rm ac}^2|\psi|^4/2c$, integrates to $-7$ meV for the rough values $D_{\rm ac}=5$ eV and $c=110$ GPa. Wavevectors outside a sphere of Brillouin-zone volume contribute a negligible fraction of $S$, of order $10^{-10}$. The first two changes would alter $E_f$ and $\varepsilon$ but not the identity, which allows any band and any linear coupling. The eigenvalue is far more sensitive than the energy, because it is not stationary when the wavefunction contracts: with both changes included and the state relaxed on the cubic lattice, $E_f$ falls by about $0.017$ eV but $\varepsilon$ by about $0.10$ eV, and the ratio of three becomes about $3.2$.

The classical lattice is a more serious restriction. With phonon operators $b_{\mathbf q}$ the model reads
\begin{equation}
\hat H=\frac{p^2}{2m}+\sum_{\mathbf q}\hbar\omega\,b^\dagger_{\mathbf q}b_{\mathbf q}
+\frac1{\sqrt N}\sum_{\mathbf q}\big(g_qe^{i\mathbf q\cdot\mathbf r}b_{\mathbf q}+\mathrm{h.c.}\big),
\end{equation}
with the zero-point energy of the free lattice subtracted. A product of $\psi(\mathbf r)$ with a fixed coherent phonon state, in which each $b_{\mathbf q}$ is replaced by its best constant value, has the energy $T-S=E_f$. The polaron equations thus give an upper bound to the ground-state energy of $\hat H$. Another trial state spreads the electron uniformly and attaches to each position $\mathbf r$ a coherent state with amplitudes $f_qe^{-i\mathbf q\cdot\mathbf r}$, so that the distortion follows the electron. The gradient with respect to $\mathbf r$ acts on these amplitudes and gives the kinetic energy
\begin{equation}
\frac{\hbar^2}{2m}\Big[\sum_{\mathbf q}q^2|f_q|^2+\Big|\sum_{\mathbf q}\mathbf q|f_q|^2\Big|^2\Big] .
\end{equation}
The second term vanishes because $f_q$ depends on the magnitude of $\mathbf q$ alone. The total is
\begin{equation}
\sum_{\mathbf q}\Big[\Big(\hbar\omega+\frac{\hbar^2q^2}{2m}\Big)|f_q|^2+\frac{g_qf_q+\mathrm{c.c.}}{\sqrt N}\Big] .
\end{equation}
Minimizing each term over $f_q$ and inserting (\ref{frohlich}), with $N^{-1}\sum_{\mathbf q}\to\Omega\int d^3q/(2\pi)^3$, gives
\begin{equation}
-\frac1N\sum_{\mathbf q}\frac{|g_q|^2}{\hbar\omega+\hbar^2q^2/2m}
=-\frac{e^2}{4\pi\epsilon_0\kappa}\,\frac{\hbar\omega}\pi\int_0^\infty\frac{dq}{\hbar\omega+\hbar^2q^2/2m}
=-\alpha\hbar\omega ,
\end{equation}
where $\alpha=(e^2/8\pi\epsilon_0\kappa\hbar\omega)\sqrt{2m\omega/\hbar}=4.81$. The energy is $-4.81\times0.080=-0.385$ eV, or $-0.363$ eV if $q$ is confined to the zone sphere. This too is an upper bound, and it lies well below $-0.201$ eV. The quantum model therefore binds the electron more strongly than the classical-lattice equations do, by at least $0.18$ eV, or $0.16$ eV with the confined wavevectors.

Lithium fluoride is a cubic, strongly polar insulator, and the inputs are rough typical values for it, not fitted ones. Since $E_p\propto m/\kappa^2$, a $10\,\%$ change in the mass at fixed dielectric constants changes every energy in the classical solution by $10\,\%$. The assumption that the real crystal breaks most strongly, among those sized here, is that of classical nuclei: within the model it moves the binding energy by at least about $80\,\%$ of the classical value. Room temperature does not restore the classical picture. At $300$ K a free optical mode holds $0.047$ phonons on average, so its mean-square displacement exceeds the zero-point value by $2\times0.047$, or about $9\,\%$. The balance $E_f-(\varepsilon-\varepsilon_c)=S$ can thus hold to many digits in a calculation whose formation energy is far from that of the quantum polaron. It is a necessary check on a solution of the classical-lattice equations, not a sufficient one; whether those equations suffice for the material is a separate question.

\section*{Computed values}
\begin{verbatim}
RANDOM CRYSTALS (model energy units)
cells 8, bands 3, phonon branches 2, crystals 3
crystal 1: E_f = -0.702642, eps-eps_c = -1.812423
  band term T = 0.407139, S from B = 1.109781
  E_f-(eps-eps_c) = 1.109781, dE_f/ds = 1.109782
  cells occupied (inverse participation) = 1.08
  80% distortion: E_f-eps gap 0.7103, B formula 1.0557
  quadratic term: lattice 0.8891, B formula 1.0674
crystal 2: E_f = -0.398470, eps-eps_c = -1.891630
  band term T = 1.094689, S from B = 1.493160
  E_f-(eps-eps_c) = 1.493160, dE_f/ds = 1.493165
  cells occupied (inverse participation) = 1.11
  80% distortion: E_f-eps gap 0.9556, B formula 1.3340
  quadratic term: lattice 2.7411, B formula 2.0515
crystal 3: E_f = -2.574358, eps-eps_c = -6.758394
  band term T = 1.609678, S from B = 4.184036
  E_f-(eps-eps_c) = 4.184036, dE_f/ds = 4.184040
  cells occupied (inverse participation) = 1.01
  80% distortion: E_f-eps gap 2.6778, B formula 4.0650
  quadratic term: lattice 2.7982, B formula 4.0088
largest identity error = 9.7e-12
largest polaron-equation residual = 1.4e-11
largest relative stiffness-slope error = 3.8e-06
LARGE POLARON, ROUGH LITHIUM FLUORIDE REGIME
effective mass = 0.90 electron masses
eps_inf = 2.0, eps_static = 9.0
1/kappa = 0.3889, LO phonon energy = 0.080 eV
cubic lattice constant = 0.403 nm
coupling constant alpha = 4.811
polaron length unit = 0.1512 nm, energy unit = 3.7038 eV
rms radius = 0.701 nm
band (kinetic) term T = 0.2010 eV
coupling energy = -0.8038 eV
lattice energy S from q integral = 0.4019 eV
formation energy E_f = -0.2010 eV
polaron eigenvalue eps-eps_c = -0.6029 eV
E_f-(eps-eps_c) = 0.4019 eV
ratios: S/T = 2.0000, eigenvalue/E_f = 3.0000
NEGLECTED EFFECTS
phonons following electron: energy = -0.3849 eV
  same, q within zone sphere = -0.3630 eV
zone-sphere radius = 15.35 1/nm
nonparabolic (cosine) band, first order = -5.96 meV
fraction of S outside zone sphere = 2.5e-10
acoustic inputs: D = 5.0 eV, stiffness = 110 GPa
acoustic coupling, first order = -7.14 meV
at 300 K: kT = 0.0259 eV, LO number = 0.0474
\end{verbatim}
